# Peak Cohesive Traction of a Metal-Liner Interface from the Rose Curve: a numerical check

```python
"""
Peak cohesive traction of a metal-liner interface from the Rose binding curve.

Result under test:
    E(d) = -W (1 + d/l) exp(-d/l)  gives  max dE/dd = W/(e l), reached at d = l.
W : work of separation per area (J/m^2)
l : characteristic length (nm), equal to sqrt(W/k)
k : curvature of E at d = 0 (GPa/nm)
d : opening beyond the equilibrium gap (nm)
Also tested: other curve shapes, a lattice sum of Morse pairs, and the effect
of an elastic film (modulus M, thickness h) in series with the interface.
Unit identity used throughout: 1 J/m^2 = 1 GPa nm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def slope(f, x, step):
    return (f(x + step) - f(x - step)) / (2 * step)


def curvature(f, x, step):
    return (f(x + step) - 2 * f(x) + f(x - step)) / step**2


def steepest_point(f, low, high, step):
    """Position and value of the largest slope of f, by numerical search."""
    found = minimize_scalar(lambda x: -slope(f, x, step), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, -found.fun


def rose_energy(d, work, length):
    return -work * (1 + d / length) * np.exp(-d / length)


# ---- Peak, curvature and work from the energy curve itself ----
for work, length in [(2.0, 0.05), (0.7, 0.08), (3.5, 0.04)]:
    curve = lambda d: rose_energy(d, work, length)
    place, peak = steepest_point(curve, 0, 5 * length, 1e-4 * length)
    assert abs(place / length - 1) < 1e-3
    assert abs(peak * np.e * length / work - 1) < 1e-6
    stiffness = curvature(curve, 0, 1e-3 * length)
    assert abs(np.sqrt(work / stiffness) / length - 1) < 1e-5

W, l, gap, M = 2.0, 0.05, 0.25, 200.0
interface = lambda d: rose_energy(d, W, l)
d_peak, sigma_peak = steepest_point(interface, 0, 5 * l, 1e-4 * l)
k = curvature(interface, 0, 1e-3 * l)
traction = lambda d: W * d / l**2 * np.exp(-d / l)
for d in (0.3 * l, l, 2 * l, 4 * l):
    assert abs(traction(d) - slope(interface, d, 1e-4 * l)) < 1e-5
total_work = l * quad(lambda a: traction(a * l), 0, np.inf)[0]
work_to_peak = l * quad(lambda a: traction(a * l), 0, 1)[0]
assert abs(total_work - W) < 1e-7
assert abs(work_to_peak - W * (1 - 2 / np.e)) < 1e-9
ev_per_cubic_angstrom = constants.e / constants.angstrom**3 / 1e9  # in GPa

# ---- Curves with equal depth and curvature but different shapes ----
shapes = {
    "Rose": lambda a: -(1 + a) * np.exp(-a),
    "Morse": lambda a: (1 - np.exp(-a / np.sqrt(2)))**2 - 1,
    "Rose with cubic term": lambda a: -(1 + a + 0.05 * a**3) * np.exp(-a),
}
shape_number = {}
for name, shape in shapes.items():
    assert abs(shape(0.0) + 1) < 1e-12
    assert abs(slope(shape, 0.0, 1e-4)) < 1e-6
    assert abs(curvature(shape, 0.0, 1e-3) - 1) < 1e-5
    shape_number[name] = steepest_point(shape, 0, 4, 1e-4)[1]
assert abs(shape_number["Morse"] - 1 / (2 * np.sqrt(2))) < 1e-6
assert shape_number["Rose with cubic term"] < 0.95 * shape_number["Rose"]

# ---- Rigid close-packed half crystals with Morse pairs across the gap ----
# Lengths in pair distances r0, energies in pair depths, per surface atom.
cells = np.arange(-7, 8)
i, j = np.meshgrid(cells, cells)
x_lattice, y_lattice = i + 0.5 * j, np.sqrt(3) / 2 * j
layer_spacing = np.sqrt(2 / 3)


def lattice_energy(z, decay):
    energy = 0.0
    for n in range(1, 6):  # n layer pairs share the same distance
        x = x_lattice + 0.5 * (n % 3)
        y = y_lattice + np.sqrt(3) / 6 * (n % 3)
        r = np.sqrt(x**2 + y**2 + (z + (n - 1) * layer_spacing)**2)
        bond = np.exp(-decay * (r - 1))
        energy += n * np.sum(bond**2 - 2 * bond)
    return energy


lattice_ratio = {}
for decay in (5.0, 6.0, 7.0):
    curve = lambda z: lattice_energy(z, decay)
    z0 = minimize_scalar(curve, bounds=(0.6, 1.0), method="bounded",
                         options={"xatol": 1e-9}).x
    lattice_peak = steepest_point(curve, z0, z0 + 0.6, 1e-4)[1]
    estimate = np.sqrt(-curve(z0) * curvature(curve, z0, 1e-3)) / np.e
    lattice_ratio[decay] = lattice_peak / estimate
    # The Rose shape is empirical: agreement is expected only to some percent.
    assert abs(lattice_ratio[decay] - 1) < 0.10

# ---- Elastic film in series, relaxed at each total displacement ----
h_thin = 1.0
K_thin = M / h_thin


def relaxed_energy(total):
    energy = lambda d: interface(d) + 0.5 * K_thin * (total - d)**2
    return minimize_scalar(energy, bounds=(-l, total + l), method="bounded",
                           options={"xatol": 1e-10}).fun


total_at_peak, relaxed_peak = steepest_point(relaxed_energy, 0, 0.5, 1e-4)
k_total = curvature(relaxed_energy, 0, 1e-3)
l_apparent = np.sqrt(W / k_total)
naive_peak = W / (np.e * l_apparent)
assert abs(relaxed_peak / sigma_peak - 1) < 1e-4
assert abs(total_at_peak - (l + sigma_peak / K_thin)) < 1e-3
assert abs(l_apparent / (l * np.sqrt(1 + k / K_thin)) - 1) < 1e-3


def equilibrium_scan(thickness):
    """Largest number of equilibria, and largest traction on closed branch."""
    openings = np.arange(0, 13, 0.002) * l
    most, largest = 0, 0.0
    for total in np.arange(0.02, 12, 0.02) * l:
        net = traction(openings) - M / thickness * (total - openings)
        positive = net > 0
        most = max(most, int(np.sum(positive[1:] != positive[:-1])))
        largest = max(largest, traction(openings[np.argmax(positive)]))
    return most, largest


h_critical = M * np.e**2 * l**2 / W
count_below = equilibrium_scan(0.8 * h_critical)[0]
count_above = equilibrium_scan(1.2 * h_critical)[0]
assert count_below == 1 and count_above == 3
h_thick = 4.0
count_thick, peak_thick = equilibrium_scan(h_thick)
assert count_thick == 3
assert abs(peak_thick / sigma_peak - 1) < 1e-3  # limited by the scan grid

# ---- Numbers for the text ----
print(f"Work of separation W: {W:.2f} J/m^2")
print(f"Characteristic length l: {l:.3f} nm")
print(f"Equilibrium gap d0: {gap:.2f} nm")
print(f"Interface stiffness k: {k:.1f} GPa/nm")
print(f"Interface modulus k*d0: {k * gap:.1f} GPa")
print(f"Opening at peak traction: {d_peak:.4f} nm")
print(f"Peak traction: {sigma_peak:.3f} GPa")
print(f"Peak traction: {sigma_peak / ev_per_cubic_angstrom:.4f} eV/A^3")
for multiple in (0.5, 2, 4):
    value = slope(interface, multiple * l, 1e-4 * l)
    print(f"Traction at d = {multiple} l: {value:.3f} GPa")
print(f"Integral of traction over all openings: {total_work:.4f} J/m^2")
print(f"Work done up to the peak: {work_to_peak:.4f} J/m^2")
print(f"Fraction of W done up to the peak: {work_to_peak / W:.4f} (no unit)")
for name, number in shape_number.items():
    print(f"Shape number s, {name}: {number:.4f} (no unit)")
    print(f"  peak traction with this shape: {number * W / l:.3f} GPa")
for decay, ratio in lattice_ratio.items():
    print(f"Lattice peak / Rose estimate, Morse decay*r0 = {decay:.0f}: "
          f"{ratio:.4f} (no unit)")
print(f"Film modulus M: {M:.1f} GPa")
print(f"Thin film thickness: {h_thin:.1f} nm")
print(f"Thin film stiffness K: {K_thin:.1f} GPa/nm")
print(f"Initial stiffness of total curve: {k_total:.1f} GPa/nm")
print(f"Total displacement at peak, thin film: {total_at_peak:.4f} nm")
print(f"True peak with thin film in series: {relaxed_peak:.3f} GPa")
print(f"Apparent length from total curve: {l_apparent:.4f} nm")
print(f"Peak wrongly estimated from that length: {naive_peak:.3f} GPa")
print(f"Critical film thickness for a jump: {h_critical:.3f} nm")
print(f"Most equilibria at 0.8 critical thickness: {count_below} (count)")
print(f"Most equilibria at 1.2 critical thickness: {count_above} (count)")
print(f"Thick film thickness: {h_thick:.1f} nm")
print(f"Most equilibria with thick film: {count_thick} (count)")
print(f"Largest closed-branch traction, thick film: {peak_thick:.3f} GPa")
print("finished without a failed check")
```

It prints:

```
Work of separation W: 2.00 J/m^2
Characteristic length l: 0.050 nm
Equilibrium gap d0: 0.25 nm
Interface stiffness k: 800.0 GPa/nm
Interface modulus k*d0: 200.0 GPa
Opening at peak traction: 0.0500 nm
Peak traction: 14.715 GPa
Peak traction: 0.0918 eV/A^3
Traction at d = 0.5 l: 12.131 GPa
Traction at d = 2 l: 10.827 GPa
Traction at d = 4 l: 2.931 GPa
Integral of traction over all openings: 2.0000 J/m^2
Work done up to the peak: 0.5285 J/m^2
Fraction of W done up to the peak: 0.2642 (no unit)
Shape number s, Rose: 0.3679 (no unit)
  peak traction with this shape: 14.715 GPa
Shape number s, Morse: 0.3536 (no unit)
  peak traction with this shape: 14.142 GPa
Shape number s, Rose with cubic term: 0.3316 (no unit)
  peak traction with this shape: 13.266 GPa
Lattice peak / Rose estimate, Morse decay*r0 = 5: 1.0172 (no unit)
Lattice peak / Rose estimate, Morse decay*r0 = 6: 1.0066 (no unit)
Lattice peak / Rose estimate, Morse decay*r0 = 7: 1.0005 (no unit)
Film modulus M: 200.0 GPa
Thin film thickness: 1.0 nm
Thin film stiffness K: 200.0 GPa/nm
Initial stiffness of total curve: 160.0 GPa/nm
Total displacement at peak, thin film: 0.1236 nm
True peak with thin film in series: 14.715 GPa
Apparent length from total curve: 0.1118 nm
Peak wrongly estimated from that length: 6.581 GPa
Critical film thickness for a jump: 1.847 nm
Most equilibria at 0.8 critical thickness: 1 (count)
Most equilibria at 1.2 critical thickness: 3 (count)
Thick film thickness: 4.0 nm
Most equilibria with thick film: 3 (count)
Largest closed-branch traction, thick film: 14.715 GPa
finished without a failed check
```
